# Vanishing Hall conductivity and orbital moment in collinear magnets without spin-orbit coupling: a program that tests the result

```python
"""Result under test: a collinear magnet without spin-orbit coupling (SOC) has
zero Hall conductivity and zero orbital moment, because Theta = (spin rotation
by pi) x (time reversal) commutes with H and reverses velocities.
Model: kagome lattice, one orbital per site, spin 1/2,
 H = hopping + site energy - J n_i.sigma + i lam sigma_z (SOC, by bond sense).
Energies in eV, lengths in angstrom, time in hbar/eV, electron charge -e.
Omega = Berry curvature, f = Fermi function, m = orbital magnetic moment,
b = e B / hbar = orbital magnetic field in 1/angstrom^2.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import simpson
from scipy.special import expit

A_LAT, T_UP, T_DOWN = 5.0, 1.0, 0.8
ONSITE = np.array([0.2, 0.0, -0.3])
J, LAM, MU, KT = 1.0, 0.1, -1.8, 0.05
HB2M = C.hbar**2 / C.m_e / C.e * 1e20       # hbar^2/m_e in eV angstrom^2
S0 = np.eye(2, dtype=complex)
SIG = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SITES = A_LAT * np.array([[0, 0], [0.5, 0], [0.25, np.sqrt(3) / 4]])
LATT = A_LAT * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
RECIP = 2 * np.pi * np.linalg.inv(LATT).T
CELL = abs(np.linalg.det(LATT))
PAIRS = [(0, 1), (1, 2), (2, 0)]            # counterclockwise sense


def dagger(x):
    return np.conj(np.swapaxes(x, -1, -2))


def fermi(energy):
    return expit((MU - energy) / KT)


def bloch(k, spins, lam):
    """H(k), dH/dkx, dH/dky for an array of k points."""
    k = np.asarray(k, dtype=float)
    out = np.zeros((3,) + k.shape[:-1] + (3, 2, 3, 2), dtype=complex)
    up = -T_UP * S0 + 1j * lam * SIG[2]
    down = -T_DOWN * S0 + 1j * lam * SIG[2]
    for i, j in PAIRS:
        d = SITES[j] - SITES[i]
        phase = np.exp(1j * (k @ d))[..., None, None]
        blocks = [up * phase + down / phase]
        blocks += [1j * d[c] * (up * phase - down / phase) for c in (0, 1)]
        for c in range(3):
            out[c][..., i, :, j, :] = blocks[c]
            out[c][..., j, :, i, :] = dagger(blocks[c])
    for i in range(3):
        exchange = np.einsum('c,cab->ab', spins[i], SIG)
        out[0][..., i, :, i, :] = ONSITE[i] * S0 - J * exchange
    return out.reshape((3,) + k.shape[:-1] + (6, 6))


def pair_terms(k, spins, lam):
    """Energies, states and Im(vx_nm vy_mn)/(E_n-E_m)^2."""
    h, hx, hy = bloch(k, spins, lam)
    energy, u = np.linalg.eigh(h)
    vx, vy = dagger(u) @ hx @ u, dagger(u) @ hy @ u
    de = energy[..., :, None] - energy[..., None, :]
    safe = np.where(abs(de) > 1e-6, de, np.inf)
    return energy, u, np.imag(vx * np.swapaxes(vy, -1, -2)) / safe**2


def hall(spins, lam, n=100):
    """Zone sum of -f*Omega in e^2/h, the same with absolute values, spin."""
    g = np.arange(n) / n
    k = np.stack(np.meshgrid(g, g, indexing='ij'), -1).reshape(-1, 2) @ RECIP
    energy, u, w = pair_terms(k, spins, lam)
    f = fermi(energy)
    local = ((f[:, :, None] - f[:, None, :]) * w).sum((1, 2))
    scale = 2 * np.pi / (CELL * n * n)
    spin_op = np.kron(np.eye(3), np.einsum('c,cab->ab', spins[0], SIG))
    spin = np.einsum('kn,kin,ij,kjn->', f, u.conj(), spin_op, u,
                     optimize=True).real / n**2
    return scale * local.sum(), scale * abs(local).sum(), spin


def theta_error(spins, lam, axis, k):
    """Largest element of U H(k)* U^dagger - H(-k), rotation about axis."""
    rotation = -1j * np.einsum('c,cab->ab', axis, SIG)
    u = np.kron(np.eye(3), rotation @ (-1j * SIG[1]))
    hk, hm = bloch(k, spins, lam)[0], bloch(-k, spins, lam)[0]
    return abs(u @ hk.conj() @ dagger(u) - hm).max()


def curvature_from_motion(k_end, spins, rate=2e-4, total=200.0, steps=4000):
    """Omega of the lowest band from the velocity of a slowly driven state."""
    dt = total / steps
    t = (np.arange(steps) + 0.5) * dt
    shift = t / 2 - total * np.sin(np.pi * t / total) / (2 * np.pi)
    velocity = []
    for drive in (rate, -rate):
        path = np.tile(k_end, (steps, 1))
        path[:, 1] += drive * (shift - total / 2)
        start = k_end - np.array([0, drive * total / 2])
        psi = np.linalg.eigh(bloch(start, spins, 0.0)[0])[1][:, 0]
        energy, u = np.linalg.eigh(bloch(path, spins, 0.0)[0])
        props = (u * np.exp(-1j * energy * dt)[:, None, :]) @ dagger(u)
        for prop in props:
            psi = prop @ psi
        vx = bloch(k_end, spins, 0.0)[1]
        velocity.append((psi.conj() @ vx @ psi).real)
    return -(velocity[0] - velocity[1]) / (2 * rate)


def flake(axis, lam, size=5):
    """Disordered finite sample: H and the position of each spin orbital."""
    rng = np.random.default_rng(7)
    pos = np.array([SITES[s] + m * LATT[0] + n * LATT[1]
                    for m in range(size) for n in range(size)
                    for s in range(3)])
    count = len(pos)
    h = np.zeros((count, 2, count, 2), dtype=complex)
    exchange = np.einsum('c,cab->ab', axis, SIG)
    for p in range(count):
        e_random, j_random = 0.3 * (2 * rng.random(2) - 1)
        h[p, :, p, :] = ((ONSITE[p % 3] + e_random) * S0
                         - J * (1 + j_random) * exchange)
        for i, j in PAIRS:
            if p % 3 != i:
                continue
            d = SITES[j] - SITES[i]
            for sign, hop in ((1, T_UP), (-1, T_DOWN)):
                gap = np.linalg.norm(pos - pos[p] - sign * d, axis=1)
                q = int(np.argmin(gap))
                if gap[q] < 1e-6:
                    block = -hop * S0 + 1j * lam * SIG[2]
                    h[p, :, q, :] = block
                    h[q, :, p, :] = dagger(block)
    return h.reshape(2 * count, 2 * count), np.repeat(pos, 2, axis=0)


def cross_table(pos):
    """Element ij is the z component of r_j x r_i."""
    x, y = pos.T
    return np.outer(y, x) - np.outer(x, y)


def density(h):
    energy, u = np.linalg.eigh(h)
    return (u * fermi(energy)) @ dagger(u)


def flows(h, rho):
    """Particle flow from orbital j to orbital i, in eV/hbar."""
    return 2 * np.imag(h * rho.T)


def moment(h, rho, pos):
    """Orbital moment in Bohr magnetons from the bond currents."""
    return -0.5 * np.sum(cross_table(pos) * flows(h, rho)) / HB2M


def grand_potential(h, pos, b):
    energy = np.linalg.eigvalsh(h * np.exp(-0.5j * b * cross_table(pos)))
    return -KT * np.logaddexp(0, (MU - energy) / KT).sum()


def eigen_velocity(h, pos):
    energy, u = np.linalg.eigh(h)
    v = [dagger(u) @ (1j * h * (pos[None, :, c] - pos[:, None, c])) @ u
         for c in (0, 1)]
    return energy, u, np.array(v)


def kubo(h, pos, area, omega, eta):
    """Conductivity tensor in e^2/h from the sum over pairs of states."""
    energy, _, v = eigen_velocity(h, pos)
    f = fermi(energy)
    de = energy[:, None] - energy[None, :]
    safe = np.where(abs(de) > 1e-9, de, np.inf)
    w = -1j * (f[:, None] - f[None, :]) / safe / (de + omega + 1j * eta)
    out = [[np.sum(w * v[a] * v[b].T) for b in (0, 1)] for a in (0, 1)]
    return 2 * np.pi / area * np.array(out)


def pulse(h, pos, area, omega, eta, kick=1e-4):
    """The same tensor from the current after a short electric pulse."""
    energy, u, v = eigen_velocity(h, pos)
    rho = density(h)
    t = np.linspace(0, 150, 7501)
    phase = np.exp(-1j * np.outer(t, energy))
    window = np.exp((1j * omega - eta) * t)
    out = np.zeros((2, 2), dtype=complex)
    for b in (0, 1):
        change = 0
        for sign in (1, -1):
            g = np.exp(-1j * sign * kick * pos[:, b])
            change = change + sign * (g[:, None] * rho * g.conj()[None, :])
        change = dagger(u) @ change @ u / (2 * kick)
        for a in (0, 1):
            current = -np.sum((phase @ (v[a].T * change)) * phase.conj(), 1)
            out[a, b] = simpson(current.real * window, x=t)
    return 2 * np.pi / area * out


# Spin directions
Z = np.array([0.0, 0.0, 1.0])
X = np.array([1.0, 0.0, 0.0])
TILT = np.array([1.0, 2.0, 2.0]) / 3
PERP = np.cross(TILT, X)
PERP /= np.linalg.norm(PERP)
ANG = 2 * np.pi * np.arange(3) / 3
COPLANAR = np.stack([np.cos(ANG), np.sin(ANG), 0 * ANG], 1)
UMBRELLA = (COPLANAR + Z) / np.sqrt(2)
ferro_tilt, ferro_z, ferro_x = [np.tile(n, (3, 1)) for n in (TILT, Z, X)]

# Symmetry of the Bloch Hamiltonian
k_test = np.array([0.80, 0.05])
err_ferro = theta_error(ferro_tilt, 0.0, PERP, k_test)
err_soc = theta_error(ferro_z, LAM, np.array([0.0, 1.0, 0.0]), k_test)
assert err_ferro < 1e-12 and err_soc > 0.01
assert theta_error(ferro_x, LAM, Z, k_test) < 1e-12
assert theta_error(COPLANAR, 0.0, Z, k_test) < 1e-12

# Berry curvature: state sum against real motion, at k and at -k
omega_sum, omega_move, e_low = [], [], []
for k in (k_test, -k_test):
    energies, _, w_pairs = pair_terms(k, ferro_tilt, 0.0)
    e_low.append(energies[0])
    omega_sum.append(-2 * w_pairs[0].sum())
    omega_move.append(curvature_from_motion(k, ferro_tilt))
assert abs(omega_sum[0]) > 0.1
assert np.allclose(omega_sum, omega_move, rtol=0.01, atol=0)
assert abs(sum(omega_sum)) < 1e-8 * abs(omega_sum[0])
assert abs(e_low[0] - e_low[1]) < 1e-12

# Hall conductivity of the crystal
s_ferro, s_abs, spin_ferro = hall(ferro_tilt, 0.0)
s_soc, s_soc_fine = hall(ferro_z, LAM)[0], hall(ferro_z, LAM, 150)[0]
s_inplane = hall(ferro_x, LAM)[0]
s_coplanar = hall(COPLANAR, 0.0)[0]
s_umb, s_umb_fine = hall(UMBRELLA, 0.0)[0], hall(UMBRELLA, 0.0, 150)[0]
assert max(abs(s_ferro), abs(s_inplane), abs(s_coplanar)) < 1e-7
assert s_abs > 1e-2 and spin_ferro > 0.1
assert abs(s_soc_fine) > 1e-2 and abs(s_umb_fine) > 3e-3
assert abs(s_soc - s_soc_fine) < 1e-3 and abs(s_umb - s_umb_fine) < 1e-3

# Finite disordered sample: currents, moment, field dependence, response
W_AC, ETA, B_BIG, B_SMALL = 1.0, 0.1, 1e-3, 1e-5
sample = {}
for name, axis, lam in (('no SOC', TILT, 0.0), ('SOC', Z, LAM)):
    h, pos = flake(axis, lam)
    n_site = len(pos) // 2
    n_cell = n_site // 3
    rho = density(h)
    bond = flows(h, rho).reshape(n_site, 2, n_site, 2).sum((1, 3))
    assert abs(bond.sum(1)).max() < 1e-10        # charge is conserved
    m_bond = moment(h, rho, pos) / n_cell
    slope = (grand_potential(h, pos, B_SMALL)
             - grand_potential(h, pos, -B_SMALL)) / (2 * B_SMALL)
    m_field = -2 * slope / HB2M / n_cell
    assert abs(m_bond - m_field) < 1e-5 + 1e-3 * abs(m_bond)
    odd = (grand_potential(h, pos, B_BIG)
           - grand_potential(h, pos, -B_BIG))
    ac = kubo(h, pos, n_cell * CELL, W_AC, ETA)
    ac_pulse = pulse(h, pos, n_cell * CELL, W_AC, ETA)
    assert abs(ac - ac_pulse).max() < 1e-3 * abs(ac).max()
    sample[name] = dict(
        bond=abs(bond).max() * C.e**2 / C.hbar * 1e6, m=m_bond,
        m_field=m_field, odd=odd, anti=abs(ac[0, 1] - ac[1, 0]) / 2,
        sym=abs(ac[0, 1] + ac[1, 0]) / 2)
clean, soc = sample['no SOC'], sample['SOC']
assert clean['bond'] < 1e-9 and abs(clean['m']) < 1e-11
assert abs(clean['odd']) < 1e-10 and clean['anti'] < 1e-10
assert clean['sym'] > 1e-4
assert soc['bond'] > 1e-3 and abs(soc['m']) > 1e-5
assert abs(soc['odd']) > 1e-8 and soc['anti'] > 1e-6

# Exception: two equal-spin electrons on a ring with a degenerate level
ring = (-T_UP * (np.ones((3, 3)) - np.eye(3))).astype(complex)
base = np.ones(3) / np.sqrt(3)
wave = np.exp(1j * ANG) / np.sqrt(3)
e_ring = (wave.conj() @ ring @ wave).real
assert np.allclose(ring @ wave, e_ring * wave)
rho_base = np.outer(base, base)
rho_wave = np.outer(wave, wave.conj())
m_ring = moment(ring, rho_base + rho_wave, SITES)
m_equal = moment(ring, rho_base + (rho_wave + rho_wave.conj()) / 2, SITES)
split = ring + np.diag([0.01, 0.0, -0.01])
u_split = np.linalg.eigh(split)[1][:, :2]
m_split = moment(split, u_split @ dagger(u_split), SITES)
assert abs(m_ring) > 0.1 and abs(m_equal) < 1e-12 and abs(m_split) < 1e-10

unit_s = C.e**2 / C.h * 1e6
print(f"lattice constant: {A_LAT:.1f} angstrom")
print(f"hoppings, two triangle types: {T_UP:.1f}, {T_DOWN:.1f} eV")
print("site energies:", ", ".join(f"{e:.1f}" for e in ONSITE), "eV")
print(f"exchange J: {J:.1f} eV; SOC lam when on: {LAM:.1f} eV")
print(f"chemical potential: {MU:.1f} eV; kT: {KT:.2f} eV")
print("tilted axis n:", ", ".join(f"{x:.4f}" for x in TILT))
print("SYMMETRY AND BERRY CURVATURE")
print(f"Theta violation, tilted ferromagnet, no SOC: {err_ferro:.1e} eV")
print(f"Theta violation, z ferromagnet, SOC: {err_soc:.4f} eV")
print(f"test k: ({k_test[0]:.2f}, {k_test[1]:.2f}) 1/angstrom")
print(f"lowest energy at k, -k: {e_low[0]:.5f}, {e_low[1]:.5f} eV")
print(f"Omega at k, state sum: {omega_sum[0]:.4f} angstrom^2")
print(f"Omega at k, driven motion: {omega_move[0]:.4f} angstrom^2")
print(f"Omega at -k, state sum: {omega_sum[1]:.4f} angstrom^2")
print(f"Omega at -k, driven motion: {omega_move[1]:.4f} angstrom^2")
print("CRYSTAL HALL CONDUCTIVITY")
print(f"spin imbalance, no SOC: {spin_ferro:.4f} electrons per cell")
print(f"tilted ferromagnet, no SOC: {s_ferro:.1e} e^2/h")
print(f"same sum with absolute values: {s_abs:.4f} e^2/h")
print(f"z ferromagnet, SOC, 100x100 k: {s_soc:.4f} e^2/h")
print(f"z ferromagnet, SOC, 150x150 k: {s_soc_fine:.4f} e^2/h")
print(f"the last value converted: {s_soc_fine * unit_s:.3f} microsiemens")
print(f"x ferromagnet, SOC: {s_inplane:.1e} e^2/h")
print(f"coplanar spins, no SOC: {s_coplanar:.1e} e^2/h")
print(f"umbrella spins, no SOC, 100x100 k: {s_umb:.4f} e^2/h")
print(f"umbrella spins, no SOC, 150x150 k: {s_umb_fine:.4f} e^2/h")
print("DISORDERED FLAKE")
print(f"sites: {n_site}; cells: {n_cell}")
print(f"pulse response: photon energy {W_AC:.1f} eV, width {ETA:.1f} eV")
print(f"field for evenness test, eB/hbar: {B_BIG:.0e} 1/angstrom^2")
for name, r in sample.items():
    print(f"{name}: largest bond current {r['bond']:.3e} microampere")
    print(f"{name}: moment from currents {r['m']:.4e} mu_B per cell")
    print(f"{name}: moment from field slope {r['m_field']:.4e} mu_B per cell")
    print(f"{name}: Phi(B)-Phi(-B) {r['odd']:.3e} eV")
    print(f"{name}: |antisymmetric sigma_xy| {r['anti']:.3e} e^2/h")
    print(f"{name}: |symmetric sigma_xy| {r['sym']:.3e} e^2/h")
print(f"SOC moment converted: {soc['m'] / 2:.4e} atomic units per cell")
print("DEGENERATE RING, TWO EQUAL-SPIN ELECTRONS")
print(f"energy of degenerate level: {e_ring:.4f} eV")
print(f"moment, one circulating state filled: {m_ring:.4f} mu_B")
print(f"moment, level equally filled: {m_equal:.1e} mu_B")
print(f"moment, level split by site energies: {m_split:.1e} mu_B")
print("checks complete")
```

Running it gives:

```
lattice constant: 5.0 angstrom
hoppings, two triangle types: 1.0, 0.8 eV
site energies: 0.2, 0.0, -0.3 eV
exchange J: 1.0 eV; SOC lam when on: 0.1 eV
chemical potential: -1.8 eV; kT: 0.05 eV
tilted axis n: 0.3333, 0.6667, 0.6667
SYMMETRY AND BERRY CURVATURE
Theta violation, tilted ferromagnet, no SOC: 2.2e-16 eV
Theta violation, z ferromagnet, SOC: 0.2512 eV
test k: (0.80, 0.05) 1/angstrom
lowest energy at k, -k: -2.40724, -2.40724 eV
Omega at k, state sum: -20.0089 angstrom^2
Omega at k, driven motion: -20.0108 angstrom^2
Omega at -k, state sum: 20.0089 angstrom^2
Omega at -k, driven motion: 20.0108 angstrom^2
CRYSTAL HALL CONDUCTIVITY
spin imbalance, no SOC: 0.7120 electrons per cell
tilted ferromagnet, no SOC: 0.0e+00 e^2/h
same sum with absolute values: 0.7327 e^2/h
z ferromagnet, SOC, 100x100 k: 0.0899 e^2/h
z ferromagnet, SOC, 150x150 k: 0.0899 e^2/h
the last value converted: 3.484 microsiemens
x ferromagnet, SOC: 5.3e-17 e^2/h
coplanar spins, no SOC: -3.3e-17 e^2/h
umbrella spins, no SOC, 100x100 k: -0.0169 e^2/h
umbrella spins, no SOC, 150x150 k: -0.0169 e^2/h
DISORDERED FLAKE
sites: 75; cells: 25
pulse response: photon energy 1.0 eV, width 0.1 eV
field for evenness test, eB/hbar: 1e-03 1/angstrom^2
no SOC: largest bond current 5.778e-14 microampere
no SOC: moment from currents 6.8726e-17 mu_B per cell
no SOC: moment from field slope 3.7299e-12 mu_B per cell
no SOC: Phi(B)-Phi(-B) 1.421e-14 eV
no SOC: |antisymmetric sigma_xy| 3.938e-16 e^2/h
no SOC: |symmetric sigma_xy| 1.063e-01 e^2/h
SOC: largest bond current 1.356e+01 microampere
SOC: moment from currents 1.3585e-02 mu_B per cell
SOC: moment from field slope 1.3585e-02 mu_B per cell
SOC: Phi(B)-Phi(-B) -2.589e-03 eV
SOC: |antisymmetric sigma_xy| 8.580e-01 e^2/h
SOC: |symmetric sigma_xy| 1.873e-02 e^2/h
SOC moment converted: 6.7924e-03 atomic units per cell
DEGENERATE RING, TWO EQUAL-SPIN ELECTRONS
energy of degenerate level: 1.0000 eV
moment, one circulating state filled: -0.4101 mu_B
moment, level equally filled: -0.0e+00 mu_B
moment, level split by site energies: -0.0e+00 mu_B
checks complete
```
